# Two-centre expansion of the free Green function and its structure constants, part 2

An electron moves freely between two atoms, and its Green function is to be written with one set of spherical waves about each of two centres. Hartree atomic units are used, with $H_0=-\tfrac12\nabla^2$ and $E=\kappa^2/2$, where $\kappa>0$, or $\kappa=i|\kappa|$ when $E<0$. The Green function obeys $(E-H_0)G_0(\mathbf x,\mathbf x')=\delta(\mathbf x-\mathbf x')$ and is outgoing for $\kappa>0$, decaying for $\kappa=i|\kappa|$:

$$G_0=-\frac{1}{2\pi}\,\frac{e^{i\kappa|\mathbf x-\mathbf x'|}}{|\mathbf x-\mathbf x'|}. \tag{1}$$

The index $L$ stands for $(l,m)$. The harmonics $Y_L$ are real and orthonormal, depend only on direction, and obey $Y_L(-\mathbf r)=(-1)^lY_L(\mathbf r)$. The spherical Bessel, Neumann and Hankel functions are $j_l$, $n_l$ and $h_l=j_l+in_l$, with $h_0(z)=-ie^{iz}/z$. The Gaunt coefficient is $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega$. For a real unit vector $\hat{\mathbf k}$,

$$e^{i\kappa\hat{\mathbf k}\cdot\mathbf r}=4\pi\sum_Li^l\,j_l(\kappa r)Y_L(\mathbf r)Y_L(\hat{\mathbf k}). \tag{4}$$

The centres lie at $\mathbf R_i$ and $\mathbf R_j$, with $\mathbf x=\mathbf R_i+\mathbf r$, $\mathbf x'=\mathbf R_j+\mathbf r'$ and $\mathbf R=\mathbf R_j-\mathbf R_i$. With $\mathbf d=\mathbf r-\mathbf r'$ the separation is $\mathbf x-\mathbf x'=\mathbf d-\mathbf R$. The one-centre series, valid for $d<R$, is

$$G_0(\mathbf d,\mathbf R)=-2i\kappa\sum_Lj_l(\kappa d)Y_L(\mathbf d)\,h_l(\kappa R)Y_L(\mathbf R). \tag{3}$$

In (e), $G_0$ was projected on $Y_L(\mathbf r)Y_{L'}(\mathbf r')$ at fixed radii $r$ and $r'$. Series (3) could be integrated term by term because $d\le r+r'<R$ for every pair of directions. This gave the structure constants

$$g_{LL'}(\mathbf R)=-8\pi i\kappa\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}\,h_{l''}(\kappa R)Y_{L''}(\mathbf R) \tag{7}$$

and the two-centre expansion

$$G_0(\mathbf x,\mathbf x')=\sum_{LL'}j_l(\kappa r)Y_L(\mathbf r)\,g_{LL'}(\mathbf R)\,j_{l'}(\kappa r')Y_{L'}(\mathbf r'),\qquad r+r'<R. \tag{8}$$

### (f) Signs, symmetry and the direction of $\mathbf R$

**Question.** Which $l''$ contribute to (7), which values can the power of $i$ take, and what happens when $\mathbf R$ is reversed?

**Solution.** Reversing the integration direction in the Gaunt integral multiplies it by $(-1)^{l+l'+l''}$, so $l+l'+l''$ must be even. On the unit sphere $Y_LY_{L'}$ is a polynomial of degree $l+l'$ in the direction components, and contains no harmonic of higher degree. Hence $l''\le l+l'$. The same argument with the indices permuted gives $l''\ge|l-l'|$. The sum over $L''$ is finite.

The exponent is $l-l'-l''=(l+l'+l'')-2(l'+l'')$, which is even. Each power of $i$ in (7) is therefore $+1$ or $-1$.

Exchanging $L$ and $L'$ changes the exponent by $2(l'-l)$ and yields the factor $(-1)^{l+l'}$. Reversing $\mathbf R$ yields $(-1)^{l''}$, which equals $(-1)^{l+l'}$ by parity. Together,

$$g_{L'L}(\mathbf R)=(-1)^{l+l'}g_{LL'}(\mathbf R)=g_{LL'}(-\mathbf R). \tag{9}$$

The equality of the outer members is reciprocity, $G_0(\mathbf x,\mathbf x')=G_0(\mathbf x',\mathbf x)$. If $\mathbf R$ is defined from the centre of $\mathbf r'$ to that of $\mathbf r$, the phase in (7) must be replaced by $i^{\,l-l'+l''}$.

At large distance, with $\kappa>0$ and $l,l'$ fixed, $h_{l''}(z)\to(-i)^{l''+1}e^{iz}/z$. The two factors $i^{-l''}$ combine to $(-1)^{l''}=(-1)^{l+l'}$, and $\sum_{L''}C_{LL'L''}Y_{L''}=Y_LY_{L'}$ by completeness. With $i^{\,l-l'}(-1)^{l+l'}=i^{\,l'-l}$,

$$g_{LL'}(\mathbf R)\to-\frac{8\pi}{R}\,e^{i\kappa R}\,i^{\,l'-l}\,Y_L(\mathbf R)Y_{L'}(\mathbf R).$$

By (4), $i^{-l}Y_L(\mathbf R)$ belongs to a plane wave along $-\mathbf R$. Near centre $i$, the wave emitted at centre $j$ has become a plane wave travelling from $j$ to $i$.

### (g) The s and p elements

**Question.** Evaluate (7) for s and p waves with $\mathbf R$ along $z$, then for any direction of $\mathbf R$.

**Solution.** Let $\mathbf n$ be a unit vector. The harmonics are $Y_s=1/\sqrt{4\pi}$, $Y_{p\alpha}=\sqrt{3/4\pi}\,n_\alpha$ and $Y_{20}=\sqrt{5/16\pi}\,(3n_z^2-1)$. With $\mathbf R$ along $z$ only harmonics with $m=0$ are non-zero at $\mathbf R$. Their values there are $\sqrt{(2l''+1)/4\pi}$.

If one index is s, the Gaunt coefficient is $1/\sqrt{4\pi}$ for equal remaining indices and zero otherwise. The phase is $1$ for (s,s), $i^{0-1-1}=-1$ for (s,p$_z$) and $i^{1-0-1}=1$ for (p$_z$,s). Hence

$$g_{s,s}=-2i\kappa h_0,\qquad g_{s,pz}=2\sqrt3\,i\kappa h_1,\qquad g_{pz,s}=-2\sqrt3\,i\kappa h_1 .$$

For two p waves, $l''=0$ or $2$. The first has phase $1$ and contributes $C\,Y=1/(4\pi)$. The second has phase $i^{-2}=-1$. The sphere averages $\langle n_z^4\rangle=\tfrac15$, $\langle n_z^2\rangle=\langle n_x^2\rangle=\tfrac13$ and $\langle n_x^2n_z^2\rangle=\tfrac1{15}$ give

$$C_{pz,pz,20}=3\sqrt{\tfrac{5}{16\pi}}\left(\tfrac35-\tfrac13\right)=\frac{1}{\sqrt{5\pi}},\qquad C_{px,px,20}=3\sqrt{\tfrac{5}{16\pi}}\left(\tfrac{3}{15}-\tfrac13\right)=-\frac{1}{2\sqrt{5\pi}} .$$

Multiplied by $Y_{20}=\sqrt{5/4\pi}$ these become $2/(4\pi)$ and $-1/(4\pi)$. With the phase $-1$,

$$g_{pz,pz}=-2i\kappa(h_0-2h_2),\qquad g_{px,px}=-2i\kappa(h_0+h_2).$$

All $h_l$ are taken at $\kappa R$. For a general direction the p waves transform as vector components, so

$$g_{s,p\alpha}=g_{s,pz}\hat R_\alpha,\qquad g_{p\alpha,p\beta}=g_{px,px}\,\delta_{\alpha\beta}+(g_{pz,pz}-g_{px,px})\hat R_\alpha\hat R_\beta, \tag{10}$$

where the coefficients on the right are the axial values at the same $R$.

The sign of $g_{s,pz}$ can be checked without Gaunt coefficients. Moving $\mathbf r'$ along $+z$ lengthens the distance, so $\partial G_0/\partial z'=dG_0/dR$ at $\mathbf r=\mathbf r'=0$. From $G_0=-2i\kappa h_0/(4\pi)$ and $h_0'=-h_1$, the right side is $2i\kappa^2h_1/(4\pi)$. In (8) the left side is $g_{s,pz}\,\kappa\sqrt3/(12\pi)$. Equating them returns $g_{s,pz}=2\sqrt3\,i\kappa h_1$.

### (h) A numerical example

**Question.** Take $\kappa=0.8$ bohr$^{-1}$, so $E=0.32$ Ha, with $\mathbf R=(2,3,6)$, $\mathbf r=(0.6,-0.3,0.9)$ and $\mathbf r'=(-0.4,0.8,0.2)$ in bohr. Compare the s and p part of (8) with the exact $G_0$, and examine higher cutoffs.

**Solution.** Values of $g$ and $G_0$ are in $1/(\text{Ha bohr}^3)$. The separation is $\mathbf r-\mathbf r'-\mathbf R=(-1.0,-4.1,-5.3)$ bohr, of length $\sqrt{45.90}=6.775$ bohr. Equation (1) gives $G_0=-0.015269+0.017852i$.

For the expansion, $R=7$ bohr and $\kappa R=5.6$, where $h_0=-0.11273-0.13849i$. Then $g_{s,s}=-1.6i\,h_0=-0.22159+0.18036i$. The other axial values are $g_{s,pz}=-0.24386-0.43959i$, $g_{pz,pz}=-0.81562+0.26916i$ and $g_{px,px}=0.07542+0.13596i$.

The radii $r=1.1225$ and $r'=0.9165$ bohr give $j_0=0.8709$, $j_1=0.2759$ at $\kappa r$ and $j_0=0.9128$, $j_1=0.2315$ at $\kappa r'$. The cosines are $\hat{\mathbf r}\cdot\hat{\mathbf R}=0.7254$, $\hat{\mathbf r}'\cdot\hat{\mathbf R}=0.4364$ and $\hat{\mathbf r}\cdot\hat{\mathbf r}'=-0.2916$. The contributions are:

- s with s: $\dfrac{0.8709\times0.9128}{4\pi}\,g_{s,s}=-0.01402+0.01141i$.
- s with p and p with s: $\dfrac{\sqrt3}{4\pi}\,g_{s,pz}\,(0.8709\times0.2315\times0.4364-0.2759\times0.9128\times0.7254)=0.00318+0.00574i$.
- p with p: $\dfrac{3}{4\pi}\,0.2759\times0.2315\,[-0.2916\,g_{px,px}+0.7254\times0.4364\,(g_{pz,pz}-g_{px,px})]=-0.00464+0.00004i$.

Their sum is $-0.0155+0.0172i$. Its error is 3.0% of $|G_0|$, against 28% for the s term alone. With $l,l'\le4$ the relative error is $1.8\times10^{-4}$, and with $l,l'\le8$ it is $2.4\times10^{-8}$.

At $E=-0.32$ Ha the cutoff 8 leaves a relative error of $9.4\times10^{-7}$. This is larger than at positive energy because $|G_0|$ has dropped to $1.04\times10^{-4}$; the absolute error is smaller.

Using $g(-\mathbf R)$ instead of $g(\mathbf R)$ gives a relative error of 0.61. The sum still converges, but to the Green function at separation $\mathbf r-\mathbf r'+\mathbf R$. Replacing the factor $i^{\,l-l'-l''}$ in (7) by 1, with the prefactor $-8\pi i\kappa$ kept, gives an error of 0.76 relative to $|G_0|$. The numerical check also compares (7) for $l,l'\le3$ with direct projections of (1), at both energies.

### (i) Where the expansion fails

**Question.** The one-centre series needs only $|\mathbf r-\mathbf r'|<R$. Is this enough for (8)?

**Solution.** It is not enough. Consider the static limit $\kappa\to0$ with $\mathbf r$, $\mathbf r'$ and $\mathbf R$ all along $+z$. Some $g_{LL'}$ diverge there, but their products with the Bessel functions stay finite. For $|r-r'|<R$,

$$G_0\to-\frac{1}{2\pi}\,\frac{1}{R-(r-r')}=-\frac1{2\pi}\sum_{n}\frac{(r-r')^n}{R^{n+1}}=-\frac1{2\pi}\sum_{n}\sum_{l+l'=n}\binom{n}{l}\frac{r^l(-r')^{l'}}{R^{n+1}} .$$

In this limit the $(l,l')$ part of (8) is proportional to $r^lr'^{\,l'}$, so the inner terms are the terms of the double series. At fixed $n$ their magnitudes add up to $(r+r')^n/R^{n+1}$, apart from $1/(2\pi)$. There are $n+1$ of them, so the largest is at least $(r+r')^n/[(n+1)R^{n+1}]$. If $r+r'>R$ this grows without limit, so the double series does not converge absolutely. Nor do the partial sums have an unrestricted double limit, in which the error must be small whenever both cutoffs are large, whatever their ratio. For $r,r'<R$ the terms with one index fixed tend to zero, because the binomial coefficient then grows only as a power of $n$. The growing terms therefore have both $l$ and $l'$ large. Each term equals $S_{l,l'}-S_{l-1,l'}-S_{l,l'-1}+S_{l-1,l'-1}$, where $S_{l,l'}$ is the partial sum with cutoffs $l$ and $l'$, and this combination would tend to zero if the partial sums had a limit. Special orders of summation can still converge: in this static limit, grouping all terms with $l+l'=n$ first rebuilds the series in $r-r'$ and hides the growth through cancellation. Likewise, for $r'<R$ the complete sum over $l'$ at fixed $l$ gives $r^l/(R+r')^{l+1}$, whose sum over $l$ converges for $r<R+r'$. The opposite order gives, for $r<R$, the terms $(-r')^{l'}/(R-r)^{l'+1}$, which diverge when $r+r'>R$.

The table shows an axial example with equal cutoffs on $l$ and $l'$ at $\kappa=0.8$ bohr$^{-1}$, with $R=7$ bohr and $|r-r'|=0.5$ bohr. The sum converges for the pair of radii with $r+r'<R$ and grows for the pair with $r+r'>R$. The errors are relative to the exact $G_0$.

| $l,l'\le$ | $r,r'=2.0,\,2.5$ bohr | $r,r'=4.0,\,4.5$ bohr |
|---|---|---|
| 5 | $3.1\times10^{-2}$ | $2.6$ |
| 10 | $6.6\times10^{-4}$ | $17$ |
| 20 | $5.6\times10^{-7}$ | $7.4\times10^{2}$ |

Both columns describe the same separation $\mathbf x-\mathbf x'$ and the same $G_0$. The one-centre series to $l=20$ reproduces it to a relative error of about $10^{-15}$. The failure in the last column thus comes from splitting $\mathbf r-\mathbf r'$ between two centres. At fixed radii the projections in (e) include opposite directions, for which $d=r+r'$ exceeds $R$, so the proof given there no longer applies. The condition $r+r'<R$ guarantees convergence for all directions and all orders of summation; beyond it the outcome depends on both. Equal cutoffs are one special order: in the same axial geometry they converge for $r=6.5$, $r'=1$ bohr (relative error $1.5\times10^{-2}$ at cutoff 20, $3\times10^{-6}$ at cutoff 60) and grow for $r=1$, $r'=6.5$ bohr. In the static limit with $\mathbf r$, $\mathbf r'$ and $\mathbf R$ mutually perpendicular, $G_0\propto(R^2+r^2+r'^2)^{-1/2}$, and the series in $l$ and $l'$, with the sums over $m$ and $m'$ done first, converges absolutely whenever $r^2+r'^2<R^2$.

## Calculated quantities

```
kappa = 0.8 1/bohr, E = 0.32 Ha
R = [2. 3. 6.] bohr, |R| = 7.0000 bohr
r = [ 0.6 -0.3  0.9] bohr, |r| = 1.1225 bohr
r' = [-0.4  0.8  0.2] bohr, |r'| = 0.9165 bohr
|r-r'| = 1.6432 bohr, r+r' = 2.0390 bohr
|x-x'| = 6.774954 bohr
delta source strength = +1.00000000 -0.00000000i
plane-wave expansion, abs. error = 9.6e-16
one-centre expansion to l=16, rel. error = 5.4e-12
regular-wave addition, max abs. error = 8.2e-16
largest forbidden Gaunt integral = 3.2e-15
g, formula - projection, l<=3, E>0: 1.1e-13 1/(Ha bohr^3)
g, formula - projection, l<=3, E<0: 1.2e-15 1/(Ha bohr^3)
g, change with projection radii: 9.4e-14 1/(Ha bohr^3)
g, symmetry violation: 1.6e-13 1/(Ha bohr^3)
exact G0 = -0.01526940 +0.01785228i 1/(Ha bohr^3)
sum to l,l'=0: -0.01401788 +0.01140976i 1/(Ha bohr^3), rel. error 2.79e-01
sum to l,l'=1: -0.01547255 +0.01718456i 1/(Ha bohr^3), rel. error 2.97e-02
sum to l,l'=2: -0.01507210 +0.01783222i 1/(Ha bohr^3), rel. error 8.44e-03
sum to l,l'=4: -0.01527231 +0.01784923i 1/(Ha bohr^3), rel. error 1.79e-04
sum to l,l'=6: -0.01526937 +0.01785228i 1/(Ha bohr^3), rel. error 1.24e-06
sum to l,l'=8: -0.01526940 +0.01785228i 1/(Ha bohr^3), rel. error 2.36e-08
E = -0.32 Ha: exact G0 = -0.00010400 +0.00000000i 1/(Ha bohr^3)
  sum to l,l'=8: rel. error 9.42e-07
R reversed: -0.02049702 +0.00451654i 1/(Ha bohr^3), rel. error 0.610
powers of i dropped: +0.00176787 +0.02326344i 1/(Ha bohr^3), rel. error 0.761
R along z, |R| = 7.0 bohr, kappa R = 5.60
h_0(kappa R) = -0.11272619 -0.13849391i
h_1(kappa R) = -0.15862358 +0.08799513i
h_2(kappa R) = +0.02774927 +0.18563416i
g(s,s) = -0.22159025 +0.18036190i 1/(Ha bohr^3)
g(s,pz) = -0.24385926 -0.43959057i 1/(Ha bohr^3)
g(pz,s) = +0.24385926 +0.43959057i 1/(Ha bohr^3)
g(pz,pz) = -0.81561955 +0.26915955i 1/(Ha bohr^3)
g(px,px) = +0.07542440 +0.13596307i 1/(Ha bohr^3)
range test, all along z: |R| = 7.0 bohr, |r-r'| = 0.5 bohr
l,l'<=5: rel. error 3.14e-02 (r,r'=(2.0, 2.5) bohr), 2.59e+00 (r,r'=(4.0, 4.5) bohr)
l,l'<=10: rel. error 6.57e-04 (r,r'=(2.0, 2.5) bohr), 1.69e+01 (r,r'=(4.0, 4.5) bohr)
l,l'<=15: rel. error 1.87e-05 (r,r'=(2.0, 2.5) bohr), 1.12e+02 (r,r'=(4.0, 4.5) bohr)
l,l'<=20: rel. error 5.55e-07 (r,r'=(2.0, 2.5) bohr), 7.36e+02 (r,r'=(4.0, 4.5) bohr)
one-centre series to l=20, same |r-r'|: rel. error 1.0e-15
```
